Independent Sampling of Pinned Surface Steps by Backward Partition Sums

A monatomic step on a crystal surface can be held at two points, for instance by defects. Between them it wanders, because thermally excited kinks carry it forwards and backwards. Suppose we need many typical shapes of such a step in equilibrium, as starting points for a growth simulation or to find how often the step comes close to its neighbour. Placing kinks at random from one pin onwards gives a step that usually misses the other pin. Moving atoms one at a time from a straight step respects both pins, but takes long to forget the start. The method below builds each shape in one pass, kink by kink, with the correct equilibrium probability.

**The model**

Divide the step into columns i = 0, 1, …, L, one lattice spacing apart. In column i the step edge stands at an integer height h_i, measured in sites within the surface plane. One height per column means that there are no overhangs; this is the solid-on-solid model. The ends are fixed, h_0 = s and h_L = e. A kink of size k = h_i − h_{i−1} costs ε|k|, and an interior column may carry a potential V(h), so that

E = ε Σ_{i=1}^{L} |h_i − h_{i−1}| + Σ_{i=1}^{L−1} V(h_i).

The energy of the straight step is a constant and is left out. Heights are limited to |h| ≤ M, which represents straight neighbouring steps acting as hard walls. With

q = exp(−ε/kT), u(h) = exp(−V(h)/kT),

a configuration has the Boltzmann weight

W = Π_{i=1}^{L} q^{|h_i − h_{i−1}|} · Π_{i=1}^{L−1} u(h_i).

Its probability is W divided by the sum of all such weights.

**Three columns by hand**

Take L = 3, heights −1, 0, 1, no potential, and a step that starts at 0 and must end at 1. Let Z_i(h) be the summed weight of all ways to continue from height h in column i to the fixed end. We work backwards from the end, where nothing is left to choose:

Z_3(−1) = 0, Z_3(0) = 0, Z_3(1) = 1.

From column 2 a single kink must reach height 1:

Z_2(−1) = q², Z_2(0) = q, Z_2(1) = 1.

From column 1 there are three choices for the next height. Each contributes its kink weight times the Z_2 found there:

Z_1(−1) = 1·q² + q·q + q²·1 = 3q²,
Z_1(0) = q·q² + 1·q + q·1 = 2q + q³,
Z_1(1) = q²·q² + q·q + 1·1 = 1 + q² + q⁴.

One more step back, from height 0 in column 0, gives

Z_0(0) = q·3q² + (2q + q³) + q(1 + q² + q⁴) = 3q + 5q³ + q⁵.

The three terms of the middle expression belong to a first kink of −1, 0 and +1. Dividing each by the total gives the probability of that kink:

P(−1) = 3q²/D, P(0) = (2 + q²)/D, P(+1) = (1 + q² + q⁴)/D, D = 3 + 5q² + q⁴.

For q = exp(−ε/kT) with ε = 0.12 eV and T = 500 K, the values used later (q ≈ 0.061724, kept unrounded in all numbers below), Z_0(0) = 0.18635 and the probabilities are 0.0038, 0.6637 and 0.3325. For small q the reading is simple: one upward kink is needed, it has three equally good places, and so it comes first in about one case out of three. Without the fixed end and the height limits, a kink k would have probability q^{|k|} divided by the sum of these weights over all k, which is (1 + q)/(1 − q). It would then be +1 with probability q(1 − q)/(1 + q) = 0.0545. The backward sums supply the missing knowledge.

Suppose the random number selects "stay at 0". From height 0 in column 1 the same rule gives the next heights

P(0→−1) = q·q²/(2q + q³) = q²/(2 + q²),
P(0→0) = 1·q/(2q + q³) = 1/(2 + q²),
P(0→1) = q·1/(2q + q³) = 1/(2 + q²).

If the step now rises to 1, the last kink must be zero. The path 0, 0, 1, 1 has therefore been drawn with probability

[(2 + q²)/D] · [1/(2 + q²)] · 1 = 1/D.

Its Boltzmann weight is q, and q/Z_0(0) = q/(qD) = 1/D. The two agree because the factor 2 + q², which counts the futures of height 0, appears once in a numerator and once in a denominator.

**The general rule**

For any L the end condition is Z_L(h) = 1 if h = e and 0 otherwise. Sorting the continuations from height h by their next height h′ gives the recursion

Z_i(h) = Σ_{h′} q^{|h′−h|} u_{i+1}(h′) Z_{i+1}(h′), i = L−1, …, 0.

Here u_j = u for interior columns and u_L = 1, since the fixed end carries no potential in E. The kinks are then drawn forwards, starting at h_0 = s, with

P_i(h→h′) = q^{|h′−h|} u_{i+1}(h′) Z_{i+1}(h′) / Z_i(h).

The recursion says that these probabilities sum to one. For finite V every Z_i(h) with i < L is positive, so the division is allowed. The probability of a whole path is the product

Π_{i=0}^{L−1} P_i(h_i→h_{i+1}) = W · Π_{i=0}^{L−1} Z_{i+1}(h_{i+1})/Z_i(h_i).

In the last product every Z with 0 < i < L occurs once above and once below. What remains is

W · Z_L(e)/Z_0(s) = W/Z_0(s).

Z_0(s) is the sum of the weights of all allowed paths, so this is the Boltzmann probability. The next step uses fresh random numbers and the same fixed sums; it has no memory of the previous one. There is nothing to equilibrate.

This was tested on a case small enough to list completely: L = 4, five heights from −2 to 2, ends at 0 and 1, q = 0.35, and the uneven potential V/kT = 0.3, −0.4, 0.5, 0.1, −0.2. For all 125 paths the product of kink probabilities agreed with the enumerated Boltzmann probability to a relative 8×10⁻¹⁶. The frequencies in 100000 draws, with rare paths pooled, gave chi-square 85.5 for 96 degrees of freedom, as expected of correct sampling.

**Carrying it out**

1. Set Z_L and run the recursion back to column 0. After each column, divide Z_i by its largest entry and add the logarithm of that entry to a running total.
2. For each column and each height h, form the numerators of P_i(h→h′), divide them by their sum over h′, and form the cumulative sum C(h′) over increasing h′. The rescaled Z_i(h) must not serve as the denominator, because it has been divided by a factor of its own.
3. Start at s. In each column draw r uniformly from 0 ≤ r < 1 and move to the lowest h′ with C(h′) > r. Repeat up to column L.
4. For another configuration, repeat step 3 alone.

The division in step 1 changes nothing in P_i, because a factor common to all Z_{i+1}(h′) appears in both numerator and denominator. It is needed for long steps. The running total plus the logarithm of the rescaled Z_0(s) is ln Z_0(s). With L = 20000, M = 7, the same unrounded q ≈ 0.061724 and ends at −2 and 2 this is 2416.90, while double-precision numbers end near e^709.

That value can be found in another way. Without a potential, Z_0(s) is an element of the L-th power of the symmetric matrix q^{|h−h′|}. For large L its largest eigenvalue λ, with normalized eigenvector ψ, dominates:

ln Z_0(s) → L ln λ + ln[ψ(s)ψ(e)].

Diagonalization gave the same 2416.903772 as the recursion.

With n = 2M + 1 heights, the tables take of order Ln² operations and each draw at most of order Ln. For L = 200 and n = 15 these are 45000 and 3000.

**Two limits**

At low temperature the step makes only the kinks it must. Let d = e − s > 0 and V = 0. The cheapest paths contain d unit rises and no descent, each with weight q^d. The rises may be distributed over L places, several in one place if desired, so

Z_0(s) ≈ q^d (L + d − 1)!/[d! (L − 1)!].

For L = 3 and d = 1 this is 3q, as found by hand. An extra pair of opposite kinks costs q² but has of order L² positions, so Lq ≪ 1 is enough for the limit. For a long step the relative correction is about (Lq)²/(d + 1), so a large d tolerates a somewhat larger Lq.

In the opposite case, a long step with many kinks and distant walls, the kinks add up to a random walk. For one column, summing two geometric series gives

A(φ) = Σ_k q^{|k|} e^{ikφ} = 1 + q e^{iφ}/(1 − q e^{iφ}) + q e^{−iφ}/(1 − q e^{−iφ}).

Over the common denominator 1 − 2q cos φ + q² the two fractions add to 2q cos φ − 2q², hence

A(φ) = (1 − q²)/(1 − 2q cos φ + q²).

Fixing the sum of L kinks at d selects one Fourier coefficient:

Z_0(s) = (1/2π) ∫_{−π}^{π} A(φ)^L e^{−idφ} dφ.

For L = 200, d = 4 and the unrounded q ≈ 0.061724, this integral and the recursion with M = 60 both gave ln Z_0 = 21.849548.

The kink variance follows from small φ. The denominator of A is (1 − q)² + 2q(1 − cos φ) ≈ (1 − q)² + qφ², so ln A(φ) ≈ ln A(0) − qφ²/(1 − q)². For a symmetric distribution the quadratic term is −b²φ²/2, where b² is the variance. Therefore

b² = 2q/(1 − q)².

Now fix both ends. In the Gaussian approximation column m is reached from the left with variance b²m and from the right with variance b²(L − m). Multiplying the two Gaussians adds the inverse variances:

1/Var(h_m) = 1/(b²m) + 1/[b²(L − m)], so Var(h_m) = b² m(L − m)/L.

At the midpoint this is b²L/4. It holds for a long step whose mean slope d/L is small compared with the mean of |k| for a free kink, 2q/(1 − q²).

**A worked step**

Take ε = 0.12 eV and T = 500 K, so that kT = 0.04309 eV and q = exp(−0.12/0.04309) = 0.0617. The spacing is 0.25 nm in both directions and L = 200, which makes the step 50 nm long. The ends are at −2 and +2 sites, and straight neighbours stand at ±8 sites, or 2 nm, leaving M = 7.

The free kink variance is b² = 2(0.06172)/(0.93828)² = 0.1402. The Gaussian estimate of the midpoint rms is √(0.1402 × 50) = 2.65 sites. The exact value follows from the matrix T with elements q^{|h−h′|}, called the transfer matrix. The paths through height h at column m have total weight (T^m)_{sh} (T^{L−m})_{he}, and division by Z_0(s) gives the probability of h. Without nearby walls this yields an rms of 2.63, and with the walls 2.485 sites, or 0.62 nm. Confinement thus removes about 6 % of the rms excursion.

In 20000 independent draws the midpoint mean square was 6.20 ± 0.06 sites², against 6.17 from transfer-matrix products. A second quantity is the total kink length N = Σ|k|. Since every weight contains q^N, differentiation brings down N:

⟨N⟩ = q d(ln Z_0)/dq.

A numerical derivative gave 24.42 sites, and the draws gave 24.38 ± 0.04. Four of these are required by the difference in end heights. Individual steps vary widely: the first three draws had N = 24, 30 and 40, and stood at −4, 0 and −2 at the midpoint. The third is unusually rough, about three standard deviations above the mean.

**What the backward sums save**

One could draw free kinks and discard every walk that misses the end or crosses a wall. The survivors are also independent and correctly distributed. A free kink has probability q^{|k|}/A(0), with A(0) = (1 + q)/(1 − q), so the accepted fraction is

Z_0(s)/A(0)^L = exp(21.822 − 24.721) = 0.055.

A trial with 20000 walks accepted 0.054. About 18 walks are needed per useful step, which is tolerable here. With the same walls and L = 20000, however, the fraction is exp(2416.9 − 2472.1), about 10⁻²⁴.

The other route is a Metropolis chain that attempts to move each interior column by ±1 once per sweep. With 300 copies started from a nearly straight step, at the same q, walls and ends, the midpoint mean square reached roughly an eighth of its equilibrium value after 100 sweeps, a quarter after 400 and a half after 1600 (12 ± 1 %, 29 ± 2 % and 52 ± 4 % in this run, odd and even columns updated in turn). The chain itself is sound: for L = 40, after 1500 sweeps, 1500 copies gave 1.72 ± 0.06 sites² against the exact 1.73. The long step simply has not forgotten its start. These figures belong to this local move and this start; other moves may relax faster.

**The driving force of growth**

During growth, each site added to the terrace behind the step lowers the free energy by Δμ. With h increasing in the growth direction this is V(h) = −Δμ h, which the algorithm accepts unchanged. The weight gains the factor exp[(Δμ/kT) Σ_j h_j], so for a weak drive the midpoint shifts by

δ⟨h_m⟩ = (Δμ/kT) Σ_j Cov(h_m, h_j), m = L/2.

Given h_m, the mean shape between pin and midpoint is a straight line. A displacement of the midpoint therefore carries column j ≤ m along by the fraction j/m, and Cov(h_m, h_j) = (j/m)(b²L/4) = b²j/2. The other half is its mirror image. The sum is

(b²/2)[2(1 + … + (m − 1)) + m] = b²m²/2 = b²L²/8.

For the example without nearby walls this is 701 sites per unit of Δμ/kT; the transfer matrix gives 694. The factor L² makes a long pinned step very sensitive. If the adatoms form an ideal gas with supersaturation ratio S, then Δμ = kT ln S. With the walls in place, S = 1.001 shifts the midpoint by 0.60 sites, and S = 1.01 by 4.4 sites, more than the thermal rms. Without walls there is also a limit to the drive. Raising all L − 1 interior columns by one more site costs 2ε at the two ends and gains (L − 1)Δμ, so an equilibrium exists only for Δμ < 2ε/(L − 1), here S < 1.028. Above this the step advances until a wall stops it, and the drawn shapes depend on M. The undriven example therefore describes an annealed surface very close to equilibrium.

**The model beside a real surface**

The kink energy and spacing are rough values in the range of close-packed steps on fcc(001) metal surfaces. The terrace width is not typical of a nominally flat crystal: with a step height of about 0.18 nm, 2 nm corresponds to a miscut of roughly 5°, whereas well-oriented surfaces have much wider terraces. On those the rms would approach the 2.63 sites of the free step. At 2 nm the absence of elastic repulsion can be the most important omission, depending on the strength of the repulsion in the metal concerned. An assumed repulsion of 0.03 eV/n² per column from each neighbour, n sites away, lowers the rms from 2.485 to 1.72 sites, or by 31 %; a tenth of that strength lowers it by only 9 %. Neighbours also wander: moving them to ±6 or ±10 sites gives 2.10 or 2.61. An error of 0.01 eV in ε gives 2.67 for the lower and 2.26 for the higher kink energy. An extra 0.02 eV for each unit of a kink beyond the first gives 2.41.

Overhangs are rare here. The smallest one goes up, back by one column and up again, or the same downwards. It has two kink edges and two extra edges along the step. If all edges cost ε, its weight is q⁴, and with two orientations the expected number is about 2q⁴L = 0.006 per step at leading order.

**Where the rule must be extended**

The derivation used one property: the weight is a product of factors that each join neighbouring columns. Any positive kink weight w(k) may replace q^{|k|}, and V may differ from column to column. If successive kinks interact, the state must contain the height and the last kink. If a neighbouring step fluctuates too, the state must contain both heights, and the tables grow accordingly. Elastic forces between distant parts of the same step do not factorize in this way, and the sums above then no longer give its Boltzmann distribution. For a step meant to be free, M is a truncation, to be increased until the results stop changing; with a drive above the limit 2ε/(L − 1) they never do. Finally, the draws are equilibrium snapshots; their order carries no information about how the step moves in time. The numerical output below lists most of the values quoted here with more digits.

Numbers as computed

```
kink energy 0.120 eV, temperature 500 K, kT 0.04309 eV
kink weight q = 0.06172; free kink variance b^2 = 0.14022 sites^2
step length 200 columns = 50.0 nm; spacing 0.25 nm
ends at -2 and 2 sites; neighbours at +-8 sites = 2.0 nm
hand example Z_2(-1,0,1) = 0.003810, 0.061724, 1.000000
hand example Z_1(-1,0,1) = 0.011430, 0.123683, 1.003824
hand example Z_0(0) = 0.186348
hand example P(first kink -1,0,+1) = 0.00379, 0.66372, 0.33250
free kink P(+1) without end condition = 0.05455
enumeration: 125 paths, largest relative probability error 7.8e-16
enumeration: chi-square 85.5 for 96 degrees of freedom, 100000 draws
ln Z free step: recursion 21.84954814, Fourier 21.84954814
ln Z at 20000 columns: recursion 2416.903772, spectrum 2416.903772
ln Z of example = 21.821778
number of independent draws = 20000
midpoint mean square: drawn 6.201 +- 0.057, exact 6.174 sites^2
midpoint rms: exact 2.485 sites = 0.621 nm
total kink length: drawn 24.379 +- 0.035, exact 24.420 sites
correlation of successive draws = 0.0027
draw 1: heights at columns 0,50,100,150,200 = [-2, -4, -4, -1, 2] sites, kink length 24
draw 2: heights at columns 0,50,100,150,200 = [-2, 1, 0, -1, 2] sites, kink length 30
draw 3: heights at columns 0,50,100,150,200 = [-2, 1, -2, -2, 2] sites, kink length 40
free-walk rejection: accepted 0.05420, predicted 0.05507
Metropolis, 40 columns, 1500 sweeps: 1.719 +- 0.061, exact 1.730 sites^2
Metropolis, 200 columns, 100 sweeps: 0.757 +- 0.069 sites^2 (0.12 of exact)
Metropolis, 200 columns, 400 sweeps: 1.800 +- 0.138 sites^2 (0.29 of exact)
Metropolis, 200 columns, 1600 sweeps: 3.227 +- 0.256 sites^2 (0.52 of exact)
midpoint rms without walls: 2.634 sites; b sqrt(L)/2 = 2.648 sites
midpoint rms with repulsion 0.03 eV/n^2 per column: 1.721 sites
midpoint rms with 0.02 eV per extra unit of a multiple kink: 2.412 sites
midpoint rms with neighbours at +-6 sites: 2.100 sites
midpoint rms with neighbours at +-10 sites: 2.610 sites
midpoint rms with kink energy 0.11 eV: 2.672 sites
midpoint rms with kink energy 0.13 eV: 2.263 sites
expected overhangs per step (leading order) = 0.0058
free bow per unit drive: computed 693.7, b^2 L^2/8 = 701.1 sites
supersaturation ratio 1.001: drive 0.0431 meV per site, midpoint shift 0.599 sites
supersaturation ratio 1.01: drive 0.4287 meV per site, midpoint shift 4.381 sites
```
